# Why total-reflection x-ray fluorescence weighs particles and thin films differently

## Question

I use total-reflection x-ray fluorescence (TXRF) to check wafers for metal after wet cleaning. The calibration standard is a dissolved metal salt, spread as an extremely thin film. My reasoning is that fluorescence counts atoms: a metal atom on the surface gives the same signal whether it sits in a film or in a particle, so one calibration factor should serve for both.

Yet when I change the grazing angle, the ratio between the standard and a wafer with particles changes. Is this an alignment problem, or is the reasoning wrong? If it is wrong, can I choose an angle at which the form of the residue doesn't matter?

## Answer

The step that fails is "the same signal". Fluorescence counts atoms weighted by the x-ray intensity where each atom sits. The incident and reflected waves interfere above the wafer, so that intensity depends on height. Chemical form does not enter this argument; the height distribution does.

### The field above the wafer

I use atomic units in the algebra, the time factor \(e^{-i\omega t}\), and \(z\) measured upward from a flat surface. The grazing angle is \(\theta\), with \(s=\sin\theta\) and \(k=\omega/c\).

At x-ray frequencies I treat the wafer's electrons as free. An electron obeys \(-\omega^2u=-E\), so \(u=E/\omega^2\). Its dipole is \(-u\), the polarisation is \(P=-n_eE/\omega^2\), and the real susceptibility is \(4\pi P/E=-4\pi n_e/\omega^2\). For absorption, the wave number in the medium is \(k\sqrt{1+\chi}\approx k(1+\chi/2)\), so intensity decays at the rate \(\mu=k\,\mathrm{Im}\,\chi\). Hence

\[
\chi=-\frac{4\pi n_e}{\omega^2}+\frac{ic\mu}{\omega}.
\]

Take the electric field perpendicular to the plane of incidence. With position \(x\) along the surface, it varies as \(e^{ikx\cos\theta}\) on both sides. Inside the wafer the vertical part then obeys

\[
\psi''+k^2[(1+\chi)-\cos^2\theta]\psi=\psi''+k^2(s^2+\chi)\psi=0.
\]

With \(q=\sqrt{s^2+\chi}\) and \(\mathrm{Im}\,q\ge0\), the solutions for unit incident amplitude are

\[
\psi=\begin{cases}e^{-iksz}+re^{iksz},&z>0\\ te^{-ikqz},&z<0.\end{cases}
\]

The chosen root makes the transmitted wave decay downward. Continuity of \(\psi\) and \(\psi'\) gives \(1+r=t\) and \(s(1-r)=qt\), so

\[
r=\frac{s-q}{s+q},\qquad t=\frac{2s}{s+q}.
\]

Squaring the field above the surface, with \(R=|r|^2\), gives

\[
I(z)=1+R+2\,\mathrm{Re}\!\left[re^{2iksz}\right]. \tag{1}
\]

The fringe period is \(\pi/(ks)\). For a normalised height distribution \(p(z)\), the signal per atom relative to one in the unreflected beam is

\[
S=\int p(z)I(z)\,dz.
\]

This assumes a dilute residue that does not alter the field, and fluorescence that escapes without absorption. It also assumes a beam wider than the detector's field of view, so the viewed area stays fixed as the angle changes. Otherwise an angle-dependent footprint factor must be added.

### A very thin film

Put every atom at \(z=0\). Then

\[
S_f=|1+r|^2=\frac{4s^2}{|s+q|^2}.
\]

Define the critical angle by \(s_c^2=\sin^2\theta_c=-\mathrm{Re}\,\chi\). Without absorption and below \(\theta_c\), \(q=i\sqrt{s_c^2-s^2}\). The denominator is \(s^2+(s_c^2-s^2)=s_c^2\), giving

\[
S_f=4\frac{s^2}{s_c^2}. \tag{2}
\]

The signal starts at zero because \(r\to-1\) at vanishing angle: the surface is then a node. At \(\theta_c\) the reflected wave is in phase and the ideal intensity is 4.

Absorption lowers that value. Let \(y=\mathrm{Im}\,\chi/s_c^2\). At \(\theta_c\), \(q=s_c\sqrt{y/2}\,(1+i)\), so

\[
S_f(\theta_c)=\frac{4}{(1+\sqrt{y/2})^2+y/2}=\frac{4}{1+\sqrt{2y}+y}.
\]

How thin must the film be? Near the surface, \(\psi(0)=t\) and \(\psi'(0)=-ikqt\). To first order in height,

\[
I(z)\approx|t|^2(1+2kz\,\mathrm{Im}\,q).
\]

The thickness must therefore be small compared with both \(1/(ks)\) and \(1/(k|q|)\). Being thin compared with the fringe period is not enough at very small angles, where the fringes are wide but the field still rises steeply from its near-node.

### A particle

Model the particle as a uniform sphere of diameter \(h\) resting on the wafer. Its slice at height \(z\) has squared radius \((h/2)^2-(z-h/2)^2=z(h-z)\). Dividing the slice area by the volume \(\pi h^3/6\) gives

\[
p(z)=\frac{6z(h-z)}{h^3}.
\]

Set \(z=h(1+u)/2\) and \(x=ksh\). Then \(p\,dz=\frac34(1-u^2)\,du\), and the phase is \(2ksz=x+xu\). The odd part of \(e^{ixu}\) integrates to zero, so the average phase factor is \(e^{ix}F(x)\), where

\[
F(x)=\frac34\int_{-1}^{1}(1-u^2)\cos(xu)\,du.
\]

Integrating by parts, the boundary term vanishes and

\[
F=\frac{3}{2x}\int_{-1}^{1}u\sin(xu)\,du
=\frac{3}{2x}\left[-\frac{2\cos x}{x}+\frac{2\sin x}{x^2}\right].
\]

Thus

\[
S_s=1+R+2\,\mathrm{Re}[re^{ix}]F(x),\qquad
F(x)=\frac{3(\sin x-x\cos x)}{x^3}. \tag{3}
\]

Since \(|\sin x-x\cos x|\le\sqrt{1+x^2}\),

\[
|S_s-(1+R)|\le\frac{6|r|\sqrt{1+x^2}}{x^3}.
\]

A sphere spanning many fringes therefore has \(S\approx1+R\). When absorption is weak, this is near 2 below the critical angle, except close to it, and tends to 1 well above it. The incident and reflected intensities add because the fringes average out. At sufficiently small angle \(x\) ceases to be large, and even a tall particle loses its signal.

### Numbers for a silicon-like wafer

Take a photon energy of 10000 eV, 700 electrons/nm³ and an attenuation length of 130000 nm. These are round values in the rough regime of silicon. In atomic units \(n_e\approx0.1037\) and \(\omega\approx367.5\), so

\[
\mathrm{Re}\,\chi=-\frac{4\pi(0.1037)}{(367.5)^2}\approx-9.65\times10^{-6},
\]

and \(\theta_c\approx\sqrt{9.652\times10^{-6}}=3.107\times10^{-3}\) rad, or 3.107 mrad. The fringe period there is 19.95 nm. The signals per atom are:

| \(\theta/\theta_c\) | Film | 10 nm sphere | 30 nm sphere | 300 nm sphere |
|---|---|---|---|---|
| 0.25 | 0.249 | 0.771 | 2.191 | 2.024 |
| 0.50 | 0.991 | 2.467 | 3.019 | 1.983 |
| 0.707 | 1.969 | 3.526 | 1.873 | 1.971 |
| 1.00 | 3.353 | 1.928 | 1.711 | 1.700 |
| 1.50 | 1.313 | 0.911 | 1.014 | 1.021 |
| 2.00 | 1.149 | 0.962 | 1.000 | 1.005 |

At half the critical angle, a film calibration overstates the metal in 300 nm spheres by \(1.983/0.991\approx2.0\). At the critical angle the same calibration reports \(1.700/3.353\approx0.51\) of the true amount. A changing ratio is therefore expected even with perfect alignment.

The critical-angle film signal is 3.353 rather than 4 because \(y\approx0.0157\), and \(4/(1+0.177+0.016)\approx3.35\). With absorption the film maximum is 3.56, at \(0.982\theta_c\).

The 30 nm sphere at half the critical angle exceeds the tall-particle value for a geometrical reason. Neglecting absorption, \(q/s=i\sqrt3\), so \(r=e^{-2i\arctan\sqrt3}=e^{-2\pi i/3}\). Equation (1) has its first maximum where \(2ksz=2\pi/3\). Here \(ks\approx\tfrac12\pi/19.95=0.0787\) nm⁻¹, which puts the maximum at 13.3 nm, close to the sphere's centre at 15 nm.

The 10 nm sphere at \(0.25\theta_c\) shows why the fringe period alone is a poor test of thinness. That period is about 80 nm, yet the sphere gives three times the film signal.

I also integrated the wave equation numerically, without using the formula for \(r\), at \(0.5\), \(1/\sqrt2\) and \(1.5\) times \(\theta_c\). Averages over spheres of 5, 12, 40 and 100 nm differed from equation (3) by no more than \(1.0\times10^{-5}\) in signal.

### Is there an angle where form doesn't matter?

There is one where a very thin film and a tall particle agree. Setting \(|1+r|^2=1+R\) requires \(\mathrm{Re}\,r=0\). Since

\[
\mathrm{Re}\,r=\frac{\mathrm{Re}[(s-q)(s+q^*)]}{|s+q|^2}
=\frac{s^2-|q|^2}{|s+q|^2},
\]

the condition is \(|s^2+\chi|=s^2\). Squaring gives \(2s^2\mathrm{Re}\,\chi+|\chi|^2=0\), hence

\[
\sin^2\theta_{\rm eq}=\frac{|\chi|^2}{-2\,\mathrm{Re}\,\chi}
=\frac{s_c^2}{2}(1+y^2).
\]

For weak absorption this is close to \(\theta_c/\sqrt2\). In the example it is 2.197 mrad, or 0.1259 degree.

This angle does not make the response independent of height. There \(|q|=s\), so write \(q=se^{i\alpha}\) with \(0<\alpha<\pi\). Then

\[
r=\frac{1-e^{i\alpha}}{1+e^{i\alpha}}=-i\tan(\alpha/2)=-i|r|.
\]

Equation (3) becomes

\[
S_s=1+R+2|r|\sin x\,F(x).
\]

The added term vanishes for \(x\to0\) and \(x\to\infty\). Between these limits it is zero only at isolated heights, such as \(x=\pi\). For the example it is largest at \(h=11.7\) nm (117 angstrom), where the signal is 81% above the tall-particle value. The error relative to that value stays below 10% for spheres taller than about 26 nm. For very small spheres \(\sin x\,F(x)\approx x\), and \(ks\approx0.111\) nm⁻¹ at this angle, so a height of 1 nm already adds about 11%.

A flat-topped deposit that is too dilute to alter the field also departs from the tall-particle value at intermediate heights, and it must be taller than a sphere before the difference becomes small. A wide, dense layer behaves differently: well below its own critical angle it reflects the beam from its top, and if it is much thicker than the decay depth of the field, most of its atoms see little intensity. For a dilute deposit of uniform height \(d\),

\[
\frac1d\int_0^d e^{2iksz}\,dz=\frac{e^{2iksd}-1}{2iksd}
=e^{iksd}\frac{\sin(ksd)}{ksd}.
\]

Its interference term has an envelope falling as \(1/d\), whereas the sphere's falls as \(1/h^2\). The uniform distribution stops abruptly at both its base and its top, and each end contributes a term of order \(1/d\). The sphere's distribution falls to zero at both ends, which removes terms of that order.

### Measuring at two angles

If the residue contains only very thin film and tall particles, with amounts \(N_f\) and \(N_p\), two angles suffice, provided they are accurately known and the beam is nearly parallel. At \(\theta_c/2\) and \(\theta_c\), the normalised counts are

\[
\begin{aligned}
C_1&=0.991N_f+1.982N_p,\\
C_2&=3.353N_f+1.703N_p.
\end{aligned}
\]

The determinant is \(0.991(1.703)-1.982(3.353)\approx-4.96\), so the equations are well separated. Solving them gives

\[
N_f=\frac{1.982C_2-1.703C_1}{4.96},\qquad
N_p=\frac{3.353C_1-0.991C_2}{4.96}.
\]

As a test, I calculated the counts for 60% of the atoms in a 0.05 nm film and 40% in 300 nm spheres. The inversion returned 0.599 and 0.403.

That test assumes a parallel beam. With a divergence of 0.50 mrad, the counts from pure film become 1.009 and 2.903, and the same inversion returns 0.81 of film and 0.10 of particles. The coefficients must then be averaged over the angles in the beam.

Now give it pure 20 nm spheres, with a true total of 1. It returns \(N_f=-0.656\) and \(N_p=1.999\). If the angles and divergence are well known, a film amount this negative reveals that the two-component model is wrong. Small negative values can come from errors in the angle or from neglected divergence. Positive answers do not prove it right, however. Adding 0.656 of real film to this sample would bring the apparent film to zero, while the apparent total would be 1.999 against a true 1.656. Counts at further angles can expose such a mismatch.

### Atoms below the surface

If the metal lies inside the wafer, the relevant field is the transmitted one. Its intensity is \(|t|^2e^{gz}\) for \(z<0\), with \(g=2k\,\mathrm{Im}\,q\). Averaging over a uniformly contaminated depth \(D\) gives

\[
S_b=|1+r|^2\frac{1-e^{-gD}}{gD}.
\]

At half the critical angle \(1/g=3.67\) nm. For \(D=10\) nm the signal is 0.340, about one third of the surface-film value. At the critical angle it rises to 2.925. A film calibration therefore understates buried metal most strongly at small angles.

### How far this carries over to a real wafer

For transition-metal residue on silicon, the wafer parameters above are realistic but rounded. Real residues depart most plainly from the model in shape and height: they need not be spheres, and a dried deposit may contain a range of heights. The table shows that this can move the signal by a factor of three at half the critical angle, so a sphere diameter should not be inferred from one count.

The other effects I sized are smaller for these inputs:

- **Beam divergence.** An assumed Gaussian spread of 0.50 mrad full width at half maximum lowers the film signal at \(\theta_c\) from 3.353 to 2.903, about 13%. For the 300 nm sphere the change is from 1.700 to 1.607, about 5%. At half the critical angle the film changes by about 2%.
- **The film's own optics.** A solid 1 nm film with the same susceptibility as the wafer gives 12.5% less signal at \(\theta_c/2\) than the thin-film law. Its atoms then lie in the decaying transmitted field, so \(S_b\) applies with \(D=1\) nm. A continuous transition-metal film has a higher electron density than the wafer and loses considerably more; a film of lower electron density, such as a light metal or many salts, loses less. Sparse coverage does not restore the thin-film law: by the first-order formula above, a dilute deposit 1 nm high gives about \(0.5/3.67\approx14\%\) more signal at \(\theta_c/2\). The law should therefore be kept for deposits much thinner than 1 nm, whether continuous or sparse.
- **Particle absorption and refraction.** With a rough attenuation length of 5000 nm, absorption on the way in removes 2.2% of the mean intensity inside a 300 nm sphere. At 2000 electrons/nm³, refraction adds a phase of 0.21 rad across its diameter; I did not calculate the resulting change in signal. Larger or denser particles need a field calculation that includes the particle.
- **Polarisation.** Changing it alters the film signal by at most 0.002% over \(0.05\) to \(2\theta_c\).

Absorption of the outgoing fluorescence is not included in these figures. The wafer must also be flat far upstream of the particle: a reflected ray reaching height \(z\) left the surface a distance \(z/\tan\theta\) earlier. For \(z=300\) nm at half the critical angle, that is about 0.2 mm.

For your measurements, a film standard is suitable when the residue is also thin on the scale set above. For particles known to span many fringes but still small compared with their own attenuation length, use the \(1+R\) response, averaged over the angles in the beam, or a particle standard. With a 5000 nm attenuation length, absorption on the way in already removes about 10% for a 1500 nm sphere. If the height is unknown, measure the angular curve; the equal-response angle protects against confusing the two extremes, but not against particles around 10 nm high. It must also be set accurately: by equation (2) the film signal varies as \(\theta^2\) there while \(1+R\) is nearly flat, so an offset of 0.1 mrad changes their ratio by about \(2(0.1)/2.197\approx9\%\). The full set of computed values is in the numerical output below.

## Computed values

```
Photon energy: 10000 eV
Wavelength: 0.12398 nm
Wafer electron density: 700 per nm^3
Wafer attenuation length: 130000 nm
Re chi: -9.6519e-06 (no unit)
Im chi: 1.5179e-07 (no unit)
Critical angle: 3.107 mrad
Fringe period at critical angle: 19.95 nm
Intensity decay depth at half critical angle: 3.67 nm
Signals per atom, relative to unreflected beam (no unit)
angle/critical: film, spheres 10, 30, 300 nm, buried 10 nm
0.2500: 0.249, 0.771, 2.191, 2.024, 0.078
0.5000: 0.991, 2.467, 3.019, 1.983, 0.340
0.7072: 1.969, 3.526, 1.873, 1.971, 0.789
1.0000: 3.353, 1.928, 1.711, 1.700, 2.925
1.5000: 1.313, 0.911, 1.014, 1.021, 1.299
2.0000: 1.149, 0.962, 1.000, 1.005, 1.141
Tall-particle law at half critical angle: 1.982 (no unit)
Tall-particle law at critical angle: 1.703 (no unit)
Film peak signal: 3.561 (no unit)
Film peak angle/critical: 0.9817 (no unit)
300 nm sphere/film at half critical: 2.001
300 nm sphere/film at critical: 0.507
Equal-response angle: 2.197 mrad = 0.1259 degree
Worst sphere height there: 11.70 nm = 117.0 angstrom
Worst sphere excess there: 81.0 percent
Error stays below 10 percent above: 25.8 nm
Mixed sample, true film and particle: 0.600, 0.400 (fractions)
Mixed sample, recovered: 0.599, 0.403 (fractions)
Pure 20 nm spheres, apparent film: -0.656 (fraction)
Pure 20 nm spheres, apparent tall: 1.999 (fraction)
Largest wave-test signal error: 1.0e-05 (no unit)
Beam divergence, full width at half maximum: 0.50 mrad
Divergence-averaged film, half critical: 1.009 (no unit)
Divergence-averaged 300 nm sphere, half critical: 1.985 (no unit)
Divergence-averaged film, critical: 2.903 (no unit)
Divergence-averaged 300 nm sphere, critical: 1.607 (no unit)
Particle electron density: 2000 per nm^3
Particle attenuation length: 5000 nm
Incoming absorption loss, 300 nm sphere: 2.21 percent
Refraction phase across 300 nm sphere: 0.210 rad
1 nm solid film vs thin-film law, half critical: -12.5 percent
Assumed rms roughness: 0.20 nm
Roughness phase variance, critical: 0.0040 rad^2
Largest polarisation change of film signal: 0.0019 percent
```
